# Friedel Density Oscillations Around a Weak Impurity in an Electron Gas

**Q.** I put a weak, repulsive, short-ranged impurity into a metal. Electrons are pushed away from it, and some distance out the density should be back to normal. What else is there to calculate?

**A.** How it gets back to normal. Take a uniform gas of spin-1/2 electrons with a neutralizing background, at zero temperature, in Hartree atomic units. The states with $k<k_F$ are filled, so the density is $n=k_F^3/(3\pi^2)$ and the Fermi energy is $E_F=k_F^2/2$. Let $V(r)$ be the total potential energy that an electron feels; its own screening comes later. I need the density change $\delta n$ to first order in $V$.

An occupied state starts as $\phi=e^{i\mathbf k\cdot\mathbf r}$ in unit volume. Writing $\psi=\phi+\delta\psi$ in the Schrödinger equation and keeping first order gives

$$\tfrac12(\nabla^2+k^2)\,\delta\psi=V\phi .$$

Since $(\nabla^2+k^2)(e^{ikR}/R)=-4\pi\delta(\mathbf R)$, the outgoing solution is

$$\delta\psi(\mathbf r)=\int G_k(|\mathbf r-\mathbf r'|)\,V(r')\,e^{i\mathbf k\cdot\mathbf r'}d^3r',\qquad G_k(R)=-\frac{e^{ikR}}{2\pi R}.$$

**Q.** An attractive impurity could bind an electron, and that state would be missing from your list.

**A.** In three dimensions a sufficiently weak short-ranged potential binds nothing, so the scattering states are the whole list. A stronger attraction that does bind is outside this derivation.

**Q.** Then add up the density.

**A.** Each state changes its density by $2\,\mathrm{Re}(\phi^*\delta\psi)$, and spin gives another factor 2. With $\mathbf R=\mathbf r-\mathbf r'$, the product $\phi^*(\mathbf r)\phi(\mathbf r')$ is $e^{-i\mathbf k\cdot\mathbf R}$. Its average over directions of $\mathbf k$ is

$$\tfrac12\int_{-1}^{1}e^{-ikR\mu}d\mu=\frac{\sin kR}{kR}.$$

So $\delta n(\mathbf r)=\int\chi_0(|\mathbf r-\mathbf r'|)V(r')d^3r'$, where

$$\chi_0(R)=2\,\frac{4\pi}{(2\pi)^3}\int_0^{k_F}k^2dk\;2\left(-\frac{\cos kR}{2\pi R}\right)\frac{\sin kR}{kR}
=-\frac{1}{2\pi^3R^2}\int_0^{k_F}k\sin(2kR)\,dk .$$

The last form uses $2\sin kR\cos kR=\sin 2kR$.

**Q.** Every $k$ brings its own wavelength. Summed over a continuous range, those waves should cancel.

**A.** They cancel inside the range, but not at its upper end. Integrate by parts:

$$\int_0^{k_F}k\sin(2kR)\,dk=-\frac{k_F\cos 2k_FR}{2R}+\frac{\sin 2k_FR}{4R^2}.$$

The lower end contributes nothing, because $k$ and $\sin 2kR$ both vanish there. What survives comes from the abrupt end of the filled states at $k_F$. With $x=2k_FR$,

$$\chi_0(R)=\frac{x\cos x-\sin x}{8\pi^3R^4}\;\longrightarrow\;\frac{k_F\cos(2k_FR)}{4\pi^3R^3}\quad(x\gg1).$$

Two powers of $1/R$ come from the outgoing wave and its interference with the incident wave; the third comes from the integral over $k$. The wave number is $2k_F$ because a density is a product of two waves.

**Q.** Near the origin you divide by $R^4$. Is the kernel even integrable, and does it push electrons the right way?

**A.** For small $x$, $x\cos x-\sin x\simeq-x^3/3$, so $\chi_0\simeq-k_F^3/(3\pi^3R)$. That is integrable, and it is negative, so repulsion depletes the gas nearby. The total weight follows from $dR/R^2=2k_F\,dx/x^2$:

$$\int\chi_0\,d^3R=\frac{k_F}{\pi^2}\int_0^\infty\frac{x\cos x-\sin x}{x^2}dx=\frac{k_F}{\pi^2}\left[\frac{\sin x}{x}\right]_0^\infty=-\frac{k_F}{\pi^2}.$$

This is minus the density of states at the Fermi level. A very slowly varying $V$ therefore gives $\delta n=-(k_F/\pi^2)V$, your local picture. It worsens as $V$ varies faster: the response to a Fourier component at $k_F$ is 9% weaker than this, and at $2k_F$ it is only half as strong.

**Q.** So far the tail belongs to a point impurity. Real ones have a size.

**A.** Far outside, $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf r}\cdot\mathbf r'$. The neglected phase is of order $k_Fr'^2/r$ and vanishes at large $r$. Then

$$\delta n\to\frac{k_F}{4\pi^3r^3}\,\mathrm{Re}\left[e^{2ik_Fr}\int V(r')e^{-2ik_F\hat{\mathbf r}\cdot\mathbf r'}d^3r'\right]=\frac{k_FV(2k_F)}{4\pi^3}\,\frac{\cos 2k_Fr}{r^3},$$

where $V(q)=\int V(r)e^{-i\mathbf q\cdot\mathbf r}d^3r$ is real for a spherical potential. A wide, smooth impurity has little weight at $2k_F$ and a weak tail. If $V(2k_F)=0$, this leading term is absent.

**Q.** But the electrons repel one another. The density ripple makes its own potential, which has a tail too, so $V$ is not short-ranged.

**A.** Correct, and the last step then fails. Let $W$ be the potential energy of the bare impurity, smooth and short-ranged, and find $V$ self-consistently. This is easier in wave-number space, where the convolution becomes $\delta n(q)=\chi_0(q)V(q)$.

To obtain $\chi_0(q)$, use energy denominators: $V(q)$ mixes into state $\mathbf k$ the state $\mathbf k+\mathbf q$ with amplitude $V(q)/(\epsilon_k-\epsilon_{k+q})$, where $\epsilon_k=k^2/2$. The two interference terms in the density become equal under $\mathbf k\to-\mathbf k$, and their imaginary parts cancel, which leaves a principal value:

$$\chi_0(q)=4\,\mathrm P\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{1}{\epsilon_k-\epsilon_{k+q}} .$$

Put $z$ along $\mathbf q$. The denominator is $-q(z+q/2)$, and the disc of filled states at height $z$ has area $\pi(k_F^2-z^2)$. With $s=q/2$,

$$\chi_0(q)=-\frac{1}{2\pi^2q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\left[s-z+\frac{k_F^2-s^2}{z+s}\right]dz
=-\frac{1}{2\pi^2q}\left[2k_Fs+(k_F^2-s^2)\ln\left|\frac{k_F+s}{k_F-s}\right|\right].$$

In terms of $u=q/2k_F$ this is the Lindhard function,

$$\chi_0(q)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right|\right].$$

**Q.** You now have two response functions from two routes. Do they agree?

**A.** The Fourier transform of the real-space kernel was computed numerically at $q=0.6$, $1.3$ and $3.0\,k_F$ and compared with the energy-denominator integral. The largest relative difference was $8\times10^{-6}$.

**Q.** Where is the oscillation hiding in that smooth-looking curve?

**A.** At $q=2k_F$, where the curve is continuous but its slope diverges. Set $u=1+t$ with $t=p/2k_F$ and $p=q-2k_F$. Then $1-u^2=-t(2+t)$, so

$$\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right|=-\frac{t(2+t)}{4(1+t)}\left[\ln(2+t)-\ln|t|\right].$$

The leading non-smooth part is $\tfrac12t\ln|t|$. Multiplying by $-k_F/\pi^2$ gives $-(1/4\pi^2)\,p\ln|p|$ in $\chi_0$; replacing $|t|$ by $|p|$ inside the logarithm changes only a smooth linear term.

**Q.** Now put the repulsion in.

**A.** In the random-phase approximation (RPA), electrons respond as free particles to the impurity plus the average Coulomb field of the displaced charge:

$$V=W+\frac{4\pi}{q^2}\delta n,\qquad \delta n=\chi_0V\;\Rightarrow\;\delta n(q)=\frac{\chi_0W}{\varepsilon},\qquad \varepsilon(q)=1-\frac{4\pi}{q^2}\chi_0(q).$$

Because $\chi_0<0$, $\varepsilon>1$.

**Q.** So the tail is reduced by $\varepsilon(2k_F)$.

**A.** By its square. The tail follows from the singular part of $\delta n(q)$, not from its value. A small singular change in $\chi_0$ is multiplied by the derivative

$$\frac{d}{d\chi_0}\frac{\chi_0W}{1-4\pi\chi_0/q^2}=\frac{W\varepsilon+\chi_0W\,4\pi/q^2}{\varepsilon^2}=\frac{W}{\varepsilon^2}.$$

One factor $1/\varepsilon$ screens the impurity; the other screens the ripple by its own field.

**Q.** Show me that the singularity returns the cosine with the right coefficient.

**A.** For a spherical function the inverse transform is

$$\delta n(r)=\frac{1}{2\pi^2r}\int_0^\infty q\sin(qr)\,\delta n(q)\,dq .$$

At large $r$, smooth parts of the integrand cancel faster than any power. The point $q=0$ adds nothing, since $\delta n(q)$ is smooth and even there and the integral can be extended to negative $q$.

For the singular part, start from $\mathrm P\!\int e^{ipr}dp/p=i\pi$ for $r>0$. Since $1/p$ is the derivative of $\ln|p|$, integration by parts gives $-ir\int\ln|p|\,e^{ipr}dp=i\pi$, in the sense of distributions. Hence

$$\int\ln|p|\,e^{ipr}dp=-\frac{\pi}{r},\qquad \int p\ln|p|\,e^{ipr}dp=-i\frac{d}{dr}\left(-\frac{\pi}{r}\right)=-\frac{i\pi}{r^2}.$$

Setting $q\to2k_F$ in the prefactor,

$$\delta n\to\frac{2k_F}{2\pi^2r}\,\frac{W(2k_F)}{\varepsilon(2k_F)^2}\,\mathrm{Im}\left[e^{2ik_Fr}\left(-\frac{1}{4\pi^2}\right)\left(-\frac{i\pi}{r^2}\right)\right],$$

and since $\mathrm{Im}(ie^{i\theta})=\cos\theta$,

$$\boxed{\delta n(r)\to A\,\frac{\cos 2k_Fr}{r^3},\qquad A=\frac{k_FW(2k_F)}{4\pi^3\varepsilon(2k_F)^2}}$$

With $\varepsilon=1$ this is the earlier result.

**Q.** How far out is "far"?

**A.** Without screening, keep the next term. From the expansion above, $q\chi_0W$ has the singular form $p\ln|p|\,(1+\beta p)$. The fraction $(1+t/2)/(1+t)$ in $\chi_0$ and the factor $q\propto1+t$ together give $1+t/2$, which is $1/(4k_F)$ in $\beta$; the impurity adds $W'/W$ at $2k_F$. Differentiating once more, $\int p^2\ln|p|e^{ipr}dp=2\pi/r^3$, so

$$\cos 2k_Fr\;\to\;\cos 2k_Fr-\frac{2\beta}{r}\sin 2k_Fr,\qquad \beta=\frac{1}{4k_F}+\frac{W'(2k_F)}{W(2k_F)} .$$

For a point impurity $W'=0$, and this reproduces the $-\sin x$ in the kernel. With screening, the second derivative with respect to $\chi_0$ also brings in $p^2\ln^2|p|$. With $p=y/r$, $\ln^2|p|=\ln^2|y|-2\ln r\,\ln|y|+\ln^2r$. The last term multiplies the transform of $y^2$, which vanishes for $r>0$, so the middle term leads and the transform scales as $\ln r/r^3$. The correction to $\delta n$ is then of order $\ln r/r^4$.

**Q.** What if the impurity carries a charge $Z$? Its bare potential is long-ranged.

**A.** Then $W=-4\pi Z/q^2$ and $\delta n(q)=-4\pi Z\chi_0/(q^2-4\pi\chi_0)$. This is smooth at $q=0$ and equals $Z$ there, so the charge is fully screened. The law survives with $W(2k_F)=-\pi Z/k_F^2$, or $A=-Z/(4\pi^2k_F\varepsilon^2)$, provided the impurity is weak enough for linear response.

**Q.** Give me numbers for a metal line on a chip.

**A.** Take a dilute impurity of the host's valence in aluminium, with roughly 180 conduction electrons per nm³. Then $k_F=17.47$ nm⁻¹ (0.9243 bohr⁻¹), and the period $\pi/k_F$ is 0.180 nm. For the impurity I choose a model, not a fit to a particular solute: $W=W_0e^{-r^2/2a^2}$ with $W_0=2$ eV and $a=0.05$ nm. Its transform is $W(q)=(2\pi)^{3/2}a^3W_0\,e^{-q^2a^2/2}$. The prefactor is 0.9765 hartree bohr³, so in the same unit

$$W(2k_F)=0.9765\,e^{-2(17.47\times0.05)^2}=0.212 .$$

At $2k_F$ the Coulomb factor is $\pi/k_F^2=3.677$ and $\chi_0=-k_F/2\pi^2=-0.0468$, so $\varepsilon=1+3.677\times0.0468=1.172$ and $\varepsilon^2=1.374$. Therefore

$$A=\frac{0.9243\times0.2124}{4\pi^3\times1.374}=1.15\times10^{-3}.$$

$A$ has no unit, so $\delta n=A\cos(2k_Fr)/r^3$ gives nm⁻³ for $r$ in nm. At 1 nm the envelope is $6\times10^{-6}$ of the mean density.

**Q.** Does the full integral obey the law there?

**A.** At selected crests, the RPA integral and the law give:

| $r$ (nm) | integral (nm⁻³) | law (nm⁻³) |
|---|---|---|
| 0.360 | 0.0352 | 0.0248 |
| 0.540 | 0.00779 | 0.00733 |
| 1.079 | 0.000930 | 0.000917 |

The integral exceeds the law by 42%, 6% and 1.5%. Nearest neighbours in aluminium are roughly 0.29 nm apart, so the first shell needs the integral.

Crests flatter the law, because a sine correction vanishes there. Over a whole period starting at 1 nm, the largest RPA deviation is 6% of the amplitude; at 4 nm it is 0.8%. Without screening the values are 14% and 3.7%. The formula for $\beta$ accounts for these: with $W'/W=-2k_Fa^2$, $\beta=0.0143-0.0873=-0.073$ nm, and $2|\beta|/r$ is 15% at 1 nm and 3.7% at 4 nm. The smaller RPA values come from a partial cancellation for this impurity. Screening adds terms of opposite sign to $\beta$, among them the logarithm, so the effective $\beta$ is $-0.031$ nm at 1 nm and $-0.017$ nm at 4 nm. It rises by about 0.0084 nm per unit of $\ln r$ and passes through zero near 30 nm. Screening does not speed the convergence in general.

The square of $\varepsilon$ is tested too. The amplitude extracted from the integral at 4 nm is $1.1535\times10^{-3}$, against $1.1520\times10^{-3}$ from the formula. A single power of $\varepsilon$ would give a value 17% larger.

**Q.** Is 2 eV weak?

**A.** Moderately. For non-interacting electrons in the bare Gaussian, the density was also built from numerically solved scattering states. At $\pm0.1W_0$, the part odd in the potential matches linear response between 8 and 30 bohr to $10^{-4}$ of the peak. At full strength the departure near 1 nm is 12% of the linear peak, and at half strength 6%, as expected when the second-order term dominates the error. The departure does not die away with distance. In the far tail it is almost all phase: at full strength the cosine acquires a phase of $-0.14$ rad, while the amplitude falls by only 1%.

**Q.** Your Fermi edge is perfectly sharp. A working line is warm.

**A.** At temperature $T$ the free response $\chi_0$ is its zero-temperature form averaged over Fermi energies $E_F+e$ with weight $-f'(e)$, where $f$ is the Fermi function. The tail is linear in the singular part of $\chi_0$, so it is damped by the same factor. The phase shifts by $\sigma e$ with $\sigma=2r/k_F$. Integrate by parts, then sum the poles of $f$ at $e=i\pi k_BT(2m+1)$, each with residue $-k_BT$:

$$\int(-f')e^{i\sigma e}de=i\sigma\int f\,e^{i\sigma e}de=2\pi k_BT\sigma\sum_{m=0}^{\infty}e^{-\pi k_BT\sigma(2m+1)}=\frac{X}{\sinh X},\quad X=\frac{2\pi k_BTr}{k_F}.$$

The boundary term is removed by giving $\sigma$ an infinitesimal negative imaginary part. At 400 K the factor is 0.996 at 1 nm and 0.67 at 10 nm. Far beyond $k_F/(2\pi k_BT)=6.15$ nm the decay is exponential.

**Q.** Electrons in a real line also scatter from everything else.

**A.** If that scattering is modelled as a finite lifetime, each wave amplitude decays as $e^{-r/2\ell}$. The trip out and back gives $e^{-r/\ell}$, with $\ell$ the mean free path. A rough resistivity of 3 µΩ cm and the Drude relation give $\ell\approx13$ nm, hence factors of 0.93 at 1 nm and 0.47 at 10 nm. For static scatterers of very short range these factors apply, to a good approximation, to the density averaged over their positions. Smooth disorder gives the outgoing and returning waves the same random phase, and the average then falls faster. In a single line the scatterers also scramble the phase of the ripple, and its typical size can fall less. That resistivity suits bulk aluminium near room temperature; a hot or narrow line has a higher one and a shorter $\ell$. The transport path also stands in here for the lifetime path, which can differ.

**Q.** Which assumption does aluminium itself break most seriously?

**A.** I can size two failures, without ranking them. One affects the amplitude: the neglect of exchange and correlation. They add a kernel $f_{xc}$ to $4\pi/q^2$. In the local-density approximation $f_{xc}=-3.95$ hartree bohr³, which slightly more than cancels the Coulomb 3.68 at $2k_F$. In place of $\varepsilon$ stands $1-(-0.27)(-0.0468)=0.987$, and $A$ rises by 41% to $1.6\times10^{-3}$. A local kernel has no a priori claim at so short a wavelength. However, local-field factors fitted to quantum Monte Carlo data for the electron gas stay close to it up to $2k_F$: they put about 1.01 in place of $\varepsilon$, a rise of about 35%. The RPA amplitude is therefore probably too low by roughly this much. The value is not settled, because the exact kernel may itself be non-smooth at $2k_F$.

The other affects the phase: the neglect of the crystal lattice. Suppose it lowers the band energy by a rough 0.5 eV along a symmetry direction, where the normal to the Fermi surface is radial and the ripple's wave number is still twice the radius. The Fermi surface there moves out to where the free-electron energy is $E_F+0.5$ eV, which changes $k_F$ by the factor $\sqrt{1+0.5/11.62}=1.021$. That is 0.37 nm⁻¹, or a phase of 0.74 rad after 1 nm. The 0.5 eV is only an illustration. It is of the order of aluminium's pseudopotential components (about 0.24 and 0.76 eV), which act at full strength only near zone faces. Along the symmetry directions a nearly-free-electron model with those components gives smaller shifts of either sign, with phases after 1 nm of about $-0.24$ rad along [100], 0.01 rad along [110] and 0.05 rad along [111]. The real Fermi surface is not a sphere, so period and amplitude depend on direction. The positions of individual crests in aluminium should not be read from this model, even where its cosine law fits its own integral well. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
electron density (rough aluminium): 180 nm^-3
impurity height W0: 2.0 eV; width a: 0.05 nm
density parameter rs: 2.076 bohr
kF: 0.9243 bohr^-1 = 17.47 nm^-1
Fermi energy: 11.62 eV
oscillation period pi/kF: 0.1799 nm
W(q=0): 0.9765 hartree bohr^3
W(2kF): 0.2124 hartree bohr^3
chi0(2kF): -0.04683 hartree^-1 bohr^-3
RPA epsilon(2kF): 1.1722
RPA epsilon(2kF)^2: 1.3740
A, none: formula 1.5828e-03, from integral at 4 nm 1.5819e-03 (dimensionless)
  largest deviation from cosine law / A: 0.1420 at 1 nm, 0.0365 at 4 nm
A, RPA: formula 1.1520e-03, from integral at 4 nm 1.1535e-03 (dimensionless)
  largest deviation from cosine law / A: 0.0607 at 1 nm, 0.0084 at 4 nm
A, RPA+LDA: formula 1.6241e-03, from integral at 4 nm 1.6257e-03 (dimensionless)
  largest deviation from cosine law / A: 0.1144 at 1 nm, 0.0284 at 4 nm
RPA density change at crests: r (nm), integral, law (nm^-3)
  0.360  3.5217e-02  2.4751e-02
  0.540  7.7864e-03  7.3337e-03
  1.079  9.3036e-04  9.1671e-04
  1.978  1.4952e-04  1.4877e-04
  3.957  1.8622e-05  1.8596e-05
RPA law, envelope at 1 nm / mean density: 6.40e-06
Lindhard formula vs definition, relative error: 1.6e-15
kernel transform vs definition, relative error: 7.7e-06
linear response vs scattering states, error/peak: 9.3e-05
s-wave phase shift near kF, bare impurity: -0.0722 rad
beyond first order near 1 nm, change/peak: 0.1208
same at half strength: 0.0616
LDA kernel f_xc: -3.950 hartree bohr^3
Coulomb kernel at 2kF: 3.677 hartree bohr^3
amplitude ratio (RPA+LDA)/RPA: 1.4099
temperature: 400 K; thermal length kF/(2 pi kT): 6.15 nm
thermal factor: 0.9956 at 1 nm, 0.6651 at 10 nm
resistivity (rough): 3.0 microohm cm; mean free path: 13.3 nm
mean-free-path factor: 0.9275 at 1 nm, 0.4712 at 10 nm
lattice potential (rough): 0.5 eV; phase change at 1 nm: 0.743 rad
```
